# A Fine-Structure Level Crossing of Hydrogen 2P in a Magnetic Field

## Problem

A hydrogen atom in the 2P term stands in a uniform magnetic field $B$ along $z$. At zero field, 2P$_{3/2}$ lies above 2P$_{1/2}$ by the fine-structure interval $\Delta$. As $B$ grows, the level that starts as 2P$_{3/2}$, $m=-3/2$ falls, and the level that starts as 2P$_{1/2}$, $m=+1/2$ lies in its way.

(a) At what field, in units of $\Delta/\mu_B$ and in tesla, do the two levels cross?
(b) How does the crossing appear in resonance fluorescence, so that it can serve to measure $\Delta$?

Take $g_s=2$ and an infinitely heavy proton. Leave out hyperfine structure, electric fields and the term quadratic in $B$. Angular momenta are in units of $\hbar$, and energies are measured from the centre of gravity of the term. The labels 2P$_{1/2}$ and 2P$_{3/2}$ are carried along continuously from zero field, since $J$ is not conserved at finite field.

## First estimate by scaling

**The energy scale.** In atomic units the spin-orbit energy of hydrogen is $(\alpha^2/2)\,r^{-3}\,\mathbf L\cdot\mathbf S$. The other relativistic corrections of order $\alpha^2$ shift both 2P levels equally. With $R_{21}=r e^{-r/2}/\sqrt{24}$,

$$\langle r^{-3}\rangle=\int_0^\infty R_{21}^2\,r^{-3}\,r^2\,dr=\frac1{24}\int_0^\infty r e^{-r}dr=\frac1{24}.$$

From $\mathbf L\cdot\mathbf S=\tfrac12[J(J+1)-2-\tfrac34]$, the values are $+\tfrac12$ for $J=3/2$ and $-1$ for $J=1/2$. They differ by $3/2$, so

$$\Delta=\frac32\cdot\frac{\alpha^2}{48}E_h=\frac{\alpha^2}{32}E_h ,$$

and the spin-orbit energy can be written $\tfrac23\Delta\,\mathbf L\cdot\mathbf S$. Numerically $\Delta/h=10.949$ GHz.

The Zeeman energy is $\mu_BB(L_z+2S_z)$. The only dimensionless parameter is therefore $b=\mu_BB/\Delta$, and the crossing must lie at a pure number $b_c$. The scale $b=1$ corresponds to $10.9493/13.9962=0.7823$ T.

**The number from linear shifts.** Write product states as $|m_l,\uparrow\rangle$ and $|m_l,\downarrow\rangle$. The state $m=-3/2$ is $|-1,\downarrow\rangle$, where $L_z+2S_z=-2$.

For $J=1/2$, $m=1/2$, first lower $|1,\uparrow\rangle$, which gives the $J=3/2$ combination $\sqrt2\,|0,\uparrow\rangle+|1,\downarrow\rangle$. The orthogonal combination belongs to $J=1/2$ and has weights $1/3$ on $|0,\uparrow\rangle$ and $2/3$ on $|1,\downarrow\rangle$. In these states $L_z+2S_z$ is 1 and 0, so the mean is $1/3$.

The levels start a distance 1 apart, in units of $\Delta$, and approach at the rate $2+\tfrac13$:

$$1-\frac73\,b=0,\qquad b_{\rm lin}=\frac37\approx0.4286,\qquad B_{\rm lin}=0.3353\ \text{T}.$$

This $b$ is not small, so the mixing of the two values of $J$ by the field may matter, and the linear shifts need checking.

## Exact solution of the model

In units of $\Delta$ the Hamiltonian is

$$H=\tfrac23\,\mathbf L\cdot\mathbf S+b\,(L_z+2S_z),\qquad \mathbf L\cdot\mathbf S=L_zS_z+\tfrac12(L_+S_-+L_-S_+).$$

It commutes with $J_z$, so each $m$ can be treated separately.

**$m=-3/2$.** There is one state, $|-1,\downarrow\rangle$, with $L_zS_z=\tfrac12$. Hence

$$E_{-3/2}=\tfrac13-2b .$$

**$m=+1/2$.** The basis is $|0,\uparrow\rangle$, $|1,\downarrow\rangle$.

- For $|0,\uparrow\rangle$: $L_zS_z=0$ and $L_z+2S_z=1$, so the diagonal element is $b$.
- For $|1,\downarrow\rangle$: $L_zS_z=-\tfrac12$ and $L_z+2S_z=0$, so the diagonal element is $-\tfrac13$.
- Since $L_-|1\rangle=\sqrt2\,|0\rangle$, the off-diagonal element is $\tfrac23\cdot\tfrac12\cdot\sqrt2=\tfrac{\sqrt2}{3}$.

The eigenvalues are the mean of the diagonal elements plus or minus $\sqrt{[(b+\frac13)/2]^2+\frac29}$:

$$E_\pm=\frac{b-\frac13}{2}\pm\frac s2,\qquad s=\sqrt{\left(b+\tfrac13\right)^2+\tfrac89}=\sqrt{b^2+\tfrac23b+1}.$$

At $b=0$, $E_-=-\tfrac23$, which is the 2P$_{1/2}$ energy. Since $s$ never vanishes, the branches stay separate and $E_-$ is the required level at every field.

**The crossing.** Set $E_{-3/2}=E_-$ and multiply by 2:

$$\tfrac23-4b=b-\tfrac13-s\quad\Longrightarrow\quad s=5b-1 .$$

Squaring gives

$$b^2+\tfrac23b+1=25b^2-10b+1\quad\Longrightarrow\quad 24b^2=\tfrac{32}{3}b ,$$

so $b=0$ or $b=4/9$. Squaring can add false roots, so the sign must be checked. At $b=0$, $s=1$ but $5b-1=-1$, and the root fails. It belongs to $E_+$, which meets $m=-3/2$ in the zero-field degeneracy of 2P$_{3/2}$. At $b=4/9$,

$$s=\sqrt{\tfrac{16+24+81}{81}}=\tfrac{11}{9}=5\cdot\tfrac49-1 ,$$

and the root holds. For $B>0$ there is thus one crossing of these two levels:

$$\boxed{\mu_BB_c=\tfrac49\Delta,\qquad B_c=\tfrac49\times0.7823\ \text{T}=0.3477\ \text{T}}$$

The common energy is $\tfrac13-\tfrac89=-\tfrac59$ in units of $\Delta$, or $-6.083$ GHz times $h$.

**Why the levels do not repel.** They have different $m$, and $H$ has no matrix element between them. A perturbation without axial symmetry about $B$ could supply one and open a gap. Levels of equal $m$ show the contrast. For $m=-1/2$, in the basis $|0,\downarrow\rangle$, $|-1,\uparrow\rangle$, the diagonal elements are $-b$ and $-\tfrac13$, and the off-diagonal element is again $\tfrac{\sqrt2}3$. The gap is

$$s'=\sqrt{\left(b-\tfrac13\right)^2+\tfrac89}\ \ge\ \sqrt{\tfrac89}\approx0.943 .$$

The lower of these levels, $\tfrac12(-b-\tfrac13-s')$, also meets $m=-3/2$. The condition is $s'=3b-1$, which on squaring gives $8b^2=\tfrac{16}3b$. The nonzero root $b=2/3$ satisfies it, since both sides equal 1. This second crossing lies at 0.5215 T, well apart from the first. A numerical search over all pairs of levels for $0.01\le b\le20$ finds these two crossings and no others.

## Comparison of the two

The ratio of the estimate to the exact result is $\tfrac37\big/\tfrac49=\tfrac{27}{28}$, so the linear estimate is low by 3.6% of the exact field.

The sign of the error follows from the curvature of the lower level. The $m=-3/2$ level is exactly linear in this model. For $E_-$, differentiating $s$ twice gives $s''=\tfrac89s^{-3}>0$, so $E_-$ bends downward and lies below its zero-field tangent. Physically, the field couples it to the other $m=+1/2$ level, which pushes it down. At $b=3/7$ the falling level has reached the tangent but not yet $E_-$, and it needs more field.

The strong-field (Paschen-Back) limit gives another estimate. For $b\gg1$, $s\to b+\tfrac13$ and $E_-\to-\tfrac13$, the energy of pure $|1,\downarrow\rangle$. Using this at the crossing gives $\tfrac13-2b=-\tfrac13$, or $b=1/3$, which is low by 25% of the exact field. The crossing lies in the intermediate regime, though nearer to the weak-field description.

## The signal in fluorescence

**State at the crossing.** Let the lower $m=+1/2$ state be $c_0|0,\uparrow\rangle+c_1|1,\downarrow\rangle$. The first row of the eigenvalue equation is

$$(b-E_-)c_0+\tfrac{\sqrt2}3c_1=0,\qquad b-E_-=\tfrac49+\tfrac59=1 .$$

Hence $c_0^2=\tfrac29c_1^2$, and the weight of $|1,\downarrow\rangle$ is $p=c_1^2=\tfrac9{11}$. The slope of the level with respect to $b$ is the mean of $L_z+2S_z$, which is $\tfrac2{11}\cdot1+\tfrac9{11}\cdot0=\tfrac2{11}$. The two levels therefore cross with relative slope $2+\tfrac2{11}=\tfrac{24}{11}$.

**Interference.** Let weak, spectrally flat light polarised along $x$ excite a spin-down 1S atom. The dipole operator leaves the spin alone, so each excitation prepares

$$|x,\downarrow\rangle=\frac{|-1,\downarrow\rangle-|1,\downarrow\rangle}{\sqrt2},$$

a coherent sum of $m=-3/2$ and $m=+1/2$. Number the $m=-3/2$ level 1, the lower $m=+1/2$ level 2 and the upper one 3. An $x$ analyser projects the evolving state back on $|x,\downarrow\rangle$. The component $|0,\uparrow\rangle$ that develops emits no $x$-polarised light. Apart from the decay factor $e^{-\Gamma t/2}$, the amplitude is

$$a(t)=\tfrac12\sum_j w_j e^{-iE_jt/\hbar},\qquad w=(1,\;p,\;1-p).$$

Let the detector look along $z$ through the analyser. Its signal is then proportional to the fraction of decays that go through the $x$ component of the dipole. With $\omega_{jk}=(E_j-E_k)/\hbar$, this fraction is

$$S_x=\Gamma\int_0^\infty e^{-\Gamma t}|a|^2dt=\frac14\sum_{jk}\frac{w_jw_k}{1+(\omega_{jk}/\Gamma)^2}.$$

The imaginary parts cancel between $jk$ and $kj$. Near $B_c$, level 3 is more than 13 GHz away, while $\Gamma/2\pi$ is about 0.1 GHz, so its interference terms are negligible:

$$S_x\simeq\frac{1+p^2+(1-p)^2}4+\frac p2\,\frac1{1+(\omega_{12}/\Gamma)^2}.$$

The background is $206/484=0.4256$ and the peak adds $9/22=0.4091$, which gives 0.8347 at the crossing. For a $y$ analyser the relative sign of the two $m$ components is reversed, and the signal drops to $0.4256-0.4091=0.0165$. The interference moves light between the two polarisations and leaves the total unchanged.

**Width.** In atomic units the decay rate is $\Gamma=\tfrac43\alpha^3\omega^3R^2/3$. Here $\omega=\tfrac38$, the factor $1/3$ comes from the angular integral, and

$$R=\int_0^\infty 2e^{-r}\,\frac{re^{-r/2}}{\sqrt{24}}\,r^3dr=\frac2{\sqrt{24}}\cdot\frac{4!}{(3/2)^5}=1.2903 .$$

This gives $\Gamma=6.268\times10^8$ s$^{-1}$, or $\Gamma/2\pi=99.8$ MHz. The Lorentzian falls to half its height at $|\omega_{12}|=\Gamma$, so its full width in field is

$$\delta B=\frac{2\hbar\Gamma}{(24/11)\,\mu_B}=6.53\ \text{mT},$$

about 1.9% of $B_c$. Locating the centre of this line gives the interval through $\Delta=\tfrac94\mu_BB_c$.

**Spin-up atoms.** From these the same light prepares $m=+3/2$ and $m=-1/2$, which do not cross here. Their $x$ signal is 0.3767 at the crossing and 0.3782 at 0.3790 T, a smooth background. In an unpolarised gas the peak therefore remains, with half the height per atom.

## What the model leaves out

The electron anomaly $a=0.00116$, defined by $g_s=2(1+a)$, acts twice. The spin-orbit energy scales as $g_s-1=1+2a$, which raises the crossing field by the same factor. The extra Zeeman energy $2abS_z$ shifts $m=-3/2$ by $-ab$, and the other level by $2ab\left(\tfrac12\cdot\tfrac2{11}-\tfrac12\cdot\tfrac9{11}\right)=-\tfrac7{11}ab$. The gap shrinks by $\tfrac4{11}ab$, and division by the relative slope $\tfrac{24}{11}$ lowers $b_c$ by $ab/6$. To first order the field is multiplied by $1+\tfrac{11}6a$, which takes it from 0.3477 T to 0.3484 T.

The quadratic Zeeman shift is at most 43 kHz in first order, far below the line width. Hyperfine energies of the 2P levels, roughly tens of MHz, are not negligible on that scale. Divided by the relative slope, about 30 GHz/T, they correspond to shifts or splittings of the order of 1 mT. The result $B_c\approx0.348$ T should be read with that reserve, and a precise value of $\Delta$ requires hyperfine structure, proton recoil and the electron anomaly in $H$. Stray electric fields must also be small, because they mix 2P with the nearby 2S level.

The numerical check builds the six-state Hamiltonian from angular-momentum matrices, verifies that it commutes with $J_z$, and diagonalises its blocks of fixed $m$ numerically. It obtains the fluorescence from the six-state density-matrix equation, with the ratio $\hbar\Gamma/\Delta$ taken from the formulas above as input, and compares the results with the closed forms for the levels, the weight $p$ and the signal.

## Calculated quantities

```
mean of 1/r^3 in 2p: 0.041667 a0^-3
fine-structure interval Delta/h: 10.9493 GHz
same from Dirac energies: 10.9496 GHz
Bohr magneton / h: 13.9962 GHz/T
field with mu_B B = Delta: 0.7823 T
crossing, mu_B B / Delta: 0.444444 (4/9 = 0.444444)
crossing field: 0.3477 T
common energy / Delta: -0.555556
common energy / h: -6.0829 GHz
all levels at the crossing field, energy / h:
  m = +1.5: 13.3825 GHz
  m = +0.5: -6.0829, 7.2995 GHz
  m = -0.5: -9.4553, 0.9392 GHz
  m = -1.5: -6.0829 GHz
linear Zeeman estimate, mu_B B / Delta: 0.428571
linear Zeeman estimate of field: 0.3353 T
second crossing, mu_B B / Delta: 0.666667
second crossing field: 0.5215 T
smallest gap of the two m=-1/2 levels / Delta: 0.9428
slope dE/d(mu_B B) of m=-3/2 at crossing: -2.00000
slope dE/d(mu_B B) of lower m=+1/2 at crossing: 0.18182
weight p at zero field: 0.66667
weight p at crossing: 0.81818
radial integral 1s-r-2p: 1.29027 a0
decay rate Gamma: 6.2683e+08 1/s
Gamma/(2 pi): 99.76 MHz
hbar Gamma / Delta: 0.009111
x signal, spin down, at crossing: 0.8347
background level from formula: 0.4256
off-crossing field for comparison: 0.3790 T
x signal, spin down, off crossing: 0.4332
y signal, spin down, at crossing: 0.0165
y signal, spin down, off crossing: 0.4242
x signal, spin up, at crossing: 0.3767
x signal, spin up, off crossing: 0.3782
full width from formula: 6.534 mT
full width from signal: 6.534 mT
electron anomaly a: 0.001160
crossing field with anomaly: 0.3484 T
largest diamagnetic shift / h: 43.2 kHz
```
